# Equivalent stress times at two temperatures for fixed Arrhenius barriers

## The form of the answer

A transistor under gate bias at temperature $T$ accumulates defects, each created by crossing a barrier of energy $E$. Let the time constant be

$$\tau(E,T)=t_0\,e^{E/kT},$$

with $k$ Boltzmann's constant and $t_0$ a microscopic time. Which barriers have been crossed after a stress of duration $t$? The available quantities are $t$, $t_0$ and $kT$, so the energy reached must have the form

$$E_{\rm reached}=kT\,\varphi(t/t_0),$$

where $\varphi$ is a dimensionless function.

A symmetry fixes $\varphi$. First-order conversion depends on time and barrier through the ratio $t/\tau=(t/t_0)e^{-E/kT}$. This ratio is unchanged when $t\to\lambda t$ and $E\to E+kT\ln\lambda$. Waiting $\lambda$ times longer therefore moves the whole pattern of conversion up by $kT\ln\lambda$, which requires $\varphi(\lambda x)=\varphi(x)+\ln\lambda$. Setting $x=1$ gives

$$\varphi(\lambda)=\ln\lambda+c,\qquad c=\varphi(1).$$

The constant $c$ depends on what is meant by "reached". Two stresses that reach the same energy satisfy

$$T_1\left[\ln\frac{t_1}{t_0}+c\right]=T_2\left[\ln\frac{t_2}{t_0}+c\right].$$

Since $\ln(t/t_0)+c=\ln(t/t_0')$ with $t_0'=t_0e^{-c}$, this is a power law, $t_2=t_0'(t_1/t_0')^{T_1/T_2}$. What remains is to choose $c$, and to find how well equal energy reached represents equal damage.

## Assumptions and theorem

1. Conversion is first order and one-way, and no defect is converted at $t=0$.
2. The barriers are fixed: they depend on neither temperature nor time. Their normalized density is $g(E)$, with cumulative distribution $G(E)=\int_{-\infty}^{E}g(E')\,dE'$.
3. All defects share one temperature-independent $t_0$.
4. Temperature and oxide field are constant during each stress, and the field is the same in both.
5. Both times are much longer than $t_0$, so that the energies reached are many $kT$.

Define the **activated energy**, or front energy, by

$$E^*(t,T)=kT\ln\frac{t}{t_0}.$$

This is the choice $c=0$: it is the barrier for which $\tau=t$.

**Theorem.** Under these assumptions, a stress of duration $t_1$ at $T_1$ and one of duration $t_2$ at $T_2$ have the same activated energy if and only if

$$\boxed{t_2=t_0\left(\frac{t_1}{t_0}\right)^{T_1/T_2}}$$

The theorem equates the positions of two fronts. Their widths differ, so equal total damage is a separate statement, treated below.

## The front

**Lemma 1.** The converted fraction of defects with barrier $E$ is

$$F=1-\exp\left[-e^{x}\right],\qquad x=\frac{E^*-E}{kT}.$$

It equals $1-1/e$ at $E=E^*$, where it is also steepest as a function of $E$.

*Proof.* The unconverted fraction $u=1-F$ obeys $du/dt=-u/\tau$ with $u(0)=1$, so $u=e^{-t/\tau}$. By the definition of $E^*$, $t/t_0=e^{E^*/kT}$. Hence

$$\frac{t}{\tau}=\frac{t}{t_0}e^{-E/kT}=e^{(E^*-E)/kT}=e^x,$$

which gives $F$. At $x=0$, $F=1-e^{-1}$. The slope is $dF/dx=e^{x-e^x}$. Its exponent has derivative $1-e^x$, positive for $x<0$ and negative for $x>0$, so the slope has its maximum at $x=0$. Because $x$ is linear in $E$, the same point is steepest in $E$. $\square$

Barriers several $kT$ below $E^*$ are almost all crossed, and those several $kT$ above are almost all intact. The front moves up by $kT\ln 10$ per decade of time.

## Proof of the theorem and its consequences

*Proof.* Equal activated energies mean

$$kT_1\ln\frac{t_1}{t_0}=kT_2\ln\frac{t_2}{t_0}.$$

Dividing by $kT_2$ gives $\ln(t_2/t_0)=(T_1/T_2)\ln(t_1/t_0)$. Exponentiating and multiplying by $t_0$ gives the stated formula. Each step is reversible. $\square$

For $T_1=T_2$ the times coincide. For $T_1>T_2$ and $t_1>t_0$, the cold time is the longer one. Dividing the rule by $t_1$ gives the acceleration

$$\frac{t_2}{t_1}=\left(\frac{t_1}{t_0}\right)^{T_1/T_2-1},$$

which grows with stress time, because a longer stress works on higher barriers and these respond more strongly to temperature. On logarithmic axes, $d\ln t_2/d\ln t_1=T_1/T_2$.

At fixed hot stress, $\ln t_2=\ln t_0+E^*/kT_2$, so the apparent activation energy is

$$\frac{d\ln t_2}{d(1/kT_2)}=E^*.$$

**Remark on one known barrier.** If all defects have the same $E$, equal conversion requires equal $t/\tau$, and hence

$$t_2^{\rm single}=t_1\exp\left[E\left(\frac1{kT_2}-\frac1{kT_1}\right)\right].$$

The rule can be written in the same form with $E^*$ in place of $E$, since $E^*/kT_2-E^*/kT_1=(T_1/T_2-1)\ln(t_1/t_0)$. The ratio of the two times is therefore

$$\frac{t_2^{\rm single}}{t_2}=\exp\left[(E-E^*)\left(\frac1{kT_2}-\frac1{kT_1}\right)\right].$$

For a single barrier the ordinary Arrhenius factor is the right one, and for $T_1\ne T_2$ it agrees with the rule only at $E=E^*$. The rule is meant for a broad distribution, in which the front selects the barriers that matter.

**Remark on a linear drift of the barrier.** If $E(T)=E_0-aT$ with the same $a$ for all defects, then $\tau=t_0e^{-a/k}e^{E_0/kT}$. The rule survives with $t_0$ replaced by $t_0e^{-a/k}$.

## Equal damage with a front of finite width

Let $D(t,T)$ be the converted fraction of the whole population.

**Lemma 2.** Let $X=\ln Y$, where $Y$ is a random variable with $P(Y\le y)=1-e^{-y}$ for $y\geq0$. Then

$$D=\left\langle G(E^*-kTX)\right\rangle,\qquad \langle X\rangle=-\gamma,\qquad \mathrm{var}\,X=\frac{\pi^2}{6},$$

where $\gamma\approx0.577$ is Euler's constant.

*Proof.* Since $P(X\le x)=P(Y\le e^x)=1-\exp(-e^x)$, Lemma 1 says that $F$ is the probability that $kTX\le E^*-E$. Averaging over $g(E)$ gives the probability that $E\le E^*-kTX$, with $E$ and $X$ independent. At given $X$ this is $G(E^*-kTX)$; averaging over $X$ gives $D$.

For the moments,

$$\langle e^{sX}\rangle=\langle Y^s\rangle=\int_0^\infty y^s e^{-y}\,dy=\Gamma(1+s).$$

The product formula for the gamma function gives

$$\ln\Gamma(1+s)=-\gamma s+\sum_{n=1}^{\infty}\left[\frac sn-\ln\left(1+\frac sn\right)\right]
=-\gamma s+\frac{s^2}{2}\sum_{n=1}^\infty\frac1{n^2}+O(s^3).$$

The sum is $\pi^2/6$. In the logarithm of a moment generating function, the coefficient of $s$ is the mean and that of $s^2/2$ is the variance. $\square$

**Proposition 1 (flat density).** If $g$ is constant over a range extending many $kT$ to both sides of the front, equal damage requires, up to edge terms,

$$t_2^{\rm flat}=t_2\,\exp\left[\gamma\left(\frac{T_1}{T_2}-1\right)\right].$$

*Proof.* Let the range start at $E_a$, so that $G(E)=g(E-E_a)$ inside it. By Lemma 2, $D=g(E^*+\gamma kT-E_a)$. Equal damage then means equal $E^*+\gamma kT=kT[\ln(t/t_0)+\gamma]$, which is the opening equation with $c=\gamma$. Solving it,

$$\ln\frac{t_2^{\rm flat}}{t_0}=\frac{T_1}{T_2}\ln\frac{t_1}{t_0}+\gamma\left(\frac{T_1}{T_2}-1\right),$$

and the first term on the right is the rule. $\square$

**Proposition 2 (sloping density).** Let $g$ vary slowly over a few $kT$, and let $m_1=E^*+\gamma kT_1$ be the mean front energy of the hot stress. To leading order in the slope of $g$,

$$\ln\frac{t_2^{\rm equal}}{t_2}=\gamma\left(\frac{T_1}{T_2}-1\right)+\frac{\Delta m}{kT_2},$$

$$\Delta m=\frac{\pi^2}{12}\left[(kT_1)^2-(kT_2)^2\right]\frac{g'(m_1)}{g(m_1)}.$$

*Proof.* Write $E^*-kTX=m-kT(X+\gamma)$. The last term has zero mean and variance $\pi^2(kT)^2/6$. Expanding $G$ about $m$ to second order, with $G''=g'$, gives

$$D\simeq G(m)+\frac{\pi^2}{12}(kT)^2g'(m).$$

Set $D$ equal for the two stresses. With $G(m_2)-G(m_1)\simeq g(m_1)(m_2-m_1)$ and $g'(m_2)\simeq g'(m_1)$, the difference $m_2-m_1$ is the stated $\Delta m$. Finally $m_2=kT_2[\ln(t_2^{\rm equal}/t_0)+\gamma]$ gives

$$\ln\frac{t_2^{\rm equal}}{t_0}=\frac{m_1+\Delta m}{kT_2}-\gamma
=\frac{T_1}{T_2}\left[\ln\frac{t_1}{t_0}+\gamma\right]-\gamma+\frac{\Delta m}{kT_2}.\qquad\square$$

When the density rises with energy, the wider hot front gains more from the plentiful barriers above it than it loses below. The cold stress must then run longer to catch up.

**The low-temperature limit.** Multiply both temperatures by $s<1$ and hold $E^*$ fixed. Then $\Delta m\propto s^2$, so $\Delta m/kT_2\propto s$ vanishes, while the $\gamma$ term stays. The time ratio tends to $e^{\gamma(T_1/T_2-1)}$, not to one. Yet $\ln(t_2/t_0)$ grows as $1/s$, so the relative error of the logarithm goes to zero. In this sense the rule has logarithmic accuracy.

## A worked case at the Si/SiO$_2$ interface

Consider the slow, hydrogen-related part of negative-bias-temperature instability, the threshold shift of a p-channel transistor under negative gate bias. As illustrative parameters, not fitted to a device, take $t_0=10^{-13}$ s and a Gaussian $g$ of mean $2.00$ eV and standard deviation $\sigma=0.25$ eV. At $1000$ s they give a time exponent $d\ln D/d\ln t$ of $0.30$ at $520$ K and $0.42$ at $400$ K, steeper than is usually reported for the total threshold shift. A stress of $1000$ s at $520$ K is to be translated to $400$ K.

Here $\ln(t_1/t_0)=\ln10^{16}=36.84$ and $kT_1=0.04481$ eV, so

$$E^*=0.04481\times36.84=1.651\ {\rm eV}.$$

The temperature ratio is $1.300$, and therefore $\ln(t_2/t_0)=1.300\times36.84=47.89$ and

$$t_2=10^{-13}\times(10^{16})^{1.3}=10^{7.8}\ {\rm s}=6.3\times10^7\ {\rm s},$$

or $2.0$ years. The acceleration is $6.3\times10^4$.

For equal damage, the flat-density correction is $e^{0.577\times0.3}=1.19$. The Gaussian adds a slope term. With $m_1=1.677$ eV,

$$\frac{g'}{g}=\frac{2.00-1.677}{0.25^2}=5.17\ {\rm eV}^{-1},$$

$$\Delta m=0.822\,(0.04481^2-0.03447^2)\times5.17=0.0035\ {\rm eV}.$$

Dividing by $kT_2=0.03447$ eV gives $0.101$, so the predicted factor is $e^{0.173+0.101}=1.32$. Integrating over the full distribution and solving for equal damage gives $1.31$, or $8.3\times10^7$ s ($2.6$ years). With both temperatures ten times lower and $E^*$ held fixed, the computed factor falls to $1.20$, close to the limit $1.19$.

| Hot time (s) | Rule (s) | Equal damage (s) |
|---|---|---|
| $1$ | $7.9\times10^3$ | $1.20\times10^4$ |
| $10^3$ | $6.3\times10^7$ | $8.3\times10^7$ |
| $10^5$ | $2.5\times10^{10}$ | $3.1\times10^{10}$ |

The ratio of the last two columns falls from $1.51$ to $1.22$, because $g'/g$ decreases as the front climbs towards the mean barrier. At $1$ s, Proposition 2 predicts $1.45$ instead of $1.51$: its expansion is less accurate far out in the tail. At $10^5$ s it gives $1.23$ instead of $1.22$; the closer agreement at $10^3$ s is helped by a partial cancellation of the omitted third- and fourth-moment terms. Carrying the acceleration found at $1000$ s over to a $1$ s stress would overestimate the rule's cold time by $(10^3)^{0.3}=7.9$.

The same slope term explains two other numbers. The equal-damage slope $d\ln t_2/d\ln t_1$ is $1.283$ instead of $1.300$. Since $g'/g$ changes by $-1/\sigma^2=-16$ eV$^{-2}$ per unit energy and $m_1$ rises by $kT_1$ per unit of $\ln t_1$, Proposition 2 changes the slope by $-0.014$, to $1.286$. The remaining $0.003$ lies beyond this order. The apparent activation energy near $400$ K is $1.690$ eV. Differentiating $m_2/kT_2$ with respect to $1/kT_2$, including the dependence of $m_2$ on $T_2$, gives

$$m_1+\frac{\pi^2}{12}\left[(kT_1)^2+(kT_2)^2\right]\frac{g'}{g}=1.677+0.014=1.690\ {\rm eV}$$

from unrounded values. The apparent energy describes the barriers at the front, not the mean barrier of $2.00$ eV.

To express the damage as a voltage, take $N=10^{12}$ defects per cm$^2$, each adding one elementary charge $e$ at the interface when converted, and an oxide of thickness $d=2.2$ nm and relative permittivity $3.9$. Complete conversion shifts the threshold by $eNd/(3.9\,\varepsilon_0)=102$ mV in magnitude. The hot stress converts a fraction $0.104$, giving $10.6$ mV. The cold stress stopped at the rule's time gives $9.95$ mV, about $6\%$ less. Here the rule's time is $24\%$ shorter than the equal-damage time, yet the damage falls short by only about $6\%$ of the hot value.

## What the assumptions cost

The prefactor enters as $t_2\propto t_0^{\,1-T_1/T_2}$. A $t_0$ ten times shorter lengthens the rule's time by $10^{0.3}=2.0$; one ten times longer halves it. The factors below are relative to the equal-damage time of $2.6$ years, with one change made at a time.

**Hot temperature.** From the rule, $d\ln t_2/dT_1=\ln(t_1/t_0)/T_2=0.092$ per K. If the hot stress really ran at $525$ K, the computed cold time is longer by $1.59$.

**Thermal prefactor.** If the rate prefactor is proportional to $T$ and equals $1/t_0$ at $520$ K, all cold rates are multiplied by $400/520$ and the cold time grows by a factor $1.30$.

**Reverse reaction.** Let the converted state lie $\Delta=0.10$ eV below the initial one. Detailed balance gives a reverse rate $e^{-\Delta/kT}$ times the forward rate. Conversion then saturates at $p=1/(1+e^{-\Delta/kT})$, which is $0.90$ hot and $0.95$ cold, and relaxes at the forward rate divided by $p$. The higher cold saturation shortens the equivalent time; the larger hot speed-up lengthens it. The net factor is $0.88$.

**Oxide field.** At fixed gate voltage, suppose that the threshold magnitude falls by $1$ mV/K on heating and that this whole change appears across the oxide. Over $120$ K this is $0.12$ V, or $0.55$ MV/cm more field in the hot run. With an effective dipole arm of $0.15$ nm, the cold barriers are higher by $0.12\times0.15/2.2=0.0082$ eV. The cold time grows by $e^{0.0082/0.03447}=1.27$. The supposition is generous: in strong inversion the surface Fermi level stays close to the valence-band edge, and most of the threshold drift is taken up by the band bending. A classical estimate at $6$ MV/cm gives a field change between about $-0.1$ and $+0.2$ MV/cm, depending on how the gate level moves with temperature, and a time factor between $0.96$ and $1.1$. On the other hand, all these factors count only the lowering of the barriers by the field; if the damage depends more strongly on the field, they lie further from one.

**Quantum motion of hydrogen.** Consider motion along the reaction coordinate only, leaving out changes in the transverse vibrations. Let $E$ be the classical barrier measured from the bottom of a harmonic well with quantum $\hbar\omega$. The classical partition function $kT/\hbar\omega$ must be replaced by $1/[2\sinh(\hbar\omega/2kT)]$, which multiplies the rate by $\sinh(a)/a$ with $a=\hbar\omega/2kT$. A parabolic barrier with quantum $\hbar\omega_b$ transmits with probability $1/(1+e^{-2\pi\epsilon/\hbar\omega_b})$ at energy $\epsilon$ from its top. Extending the thermal average to all $\epsilon$ and setting $y=e^{2\pi\epsilon/\hbar\omega_b}$ and $q=\hbar\omega_b/2\pi kT<1$ gives

$$\int_{-\infty}^{\infty}\frac{d\epsilon}{kT}\,\frac{e^{-\epsilon/kT}}{1+e^{-2\pi\epsilon/\hbar\omega_b}}
=q\int_0^\infty\frac{y^{-q}}{1+y}\,dy=\frac{\pi q}{\sin\pi q}.$$

For rough quanta of $0.25$ and $0.10$ eV, the product of both factors is $\kappa_1=3.6$ hot and $\kappa_2=7.6$ cold. Replacing $\ln(t/t_0)$ by $\ln(t/t_0)+\ln\kappa$ in the rule changes $\ln t_2$ by $1.3\ln\kappa_1-\ln\kappa_2=-0.35$, a factor $0.70$. The full distribution gives $0.69$. If the barrier and the prefactor are both fitted to rates measured over a range of temperatures that includes these two, they already contain most of this effect.

**Comparison with real devices.** The hot temperature of $520$ K is about $247\,^\circ$C, which the heater and the electrical contacts must withstand as well as the transistor. A field of $6$ MV/cm is a strong stress, about half a rough breakdown field of $12$ MV/cm. That ratio is no breakdown lifetime, and a hot stress may be ended by breakdown, which the model omits. Real devices also have a fast, recoverable part due to charge trapping in the oxide, with other time constants and field dependence. It violates the assumption of one common $t_0$ and one-way conversion, and its contribution depends on the delay before measurement; its size is not estimated here. For the slow part, the single changes above, with the sizes assumed there, move the cold time by factors between about $0.5$ and $2$; several together can move it further. So can larger changes of the inputs: a prefactor of $10^{-16}$ or $10^{-10}$ s multiplies the equal-damage time by $7.2$ or $0.15$, and a narrower distribution with the same mean makes it $2.5$ times the rule's time for $\sigma=0.10$ eV and $6.8$ times for $\sigma=0.05$ eV. Two years is therefore at best an order-of-magnitude translation, conditional on the same mechanism and nearly the same oxide field acting at both temperatures. The numerical output lists the values at higher precision.

## Table of computed values

```
Prefactor t0: 1.0e-13 s
Hot and cold temperatures: 520, 400 K
Temperature ratio T1/T2: 1.3000
Hot stress time: 1000 s
ln(t1/t0): 36.8414
kT hot, cold: 0.04481, 0.03447 eV
Front energy: 1.6509 eV
ln(t2/t0) from rule: 47.8938
Cold time from rule: 6.310e+07 s = 2.00 years
Acceleration t2/t1: 6.310e+04
Barrier mean, width: 2.00, 0.25 eV
Front standard width hot, cold: 0.0575, 0.0442 eV
Front variable mean, variance: -0.57722, 1.64493
Single barrier 0.10 eV above front, time/rule: 1.953
Flat density, equal-damage time/rule: 1.1891
Gaussian, equal-damage time: 8.283e+07 s = 2.62 years
Gaussian, equal-damage time/rule: 1.3127
Gaussian, predicted time/rule: 1.3157
Tenfold lower T, time/rule: 1.2021
Equal-damage slope dln(t2)/dln(t1): 1.2829
Apparent activation energy near T2: 1.6901 eV
Front energy plus gamma*k*T1: 1.6767 eV
Hot 1e+00 s: rule 7.943e+03 s, equal damage 1.199e+04 s
Hot 1e+03 s: rule 6.310e+07 s, equal damage 8.283e+07 s
Hot 1e+05 s: rule 2.512e+10 s, equal damage 3.069e+10 s
Defect density: 1.0e+12 cm^-2
Oxide thickness: 2.2 nm
Threshold shift if all convert: 102.1 mV
Converted fraction, hot stress: 0.1039
Threshold shift, hot stress: 10.61 mV
Threshold shift, cold rule time: 9.95 mV
t0 ten times shorter, rule time factor: 1.995
t0 ten times longer, rule time factor: 0.501
Rate prefactor proportional to T, time factor: 1.300
Hot temperature higher by 5 K, time factor: 1.593
Reverse reaction, product depth 0.10 eV, time factor: 0.879
Threshold drift: 1.0 mV/K; dipole arm: 0.15 nm
Oxide-field change: 0.545 MV/cm
Barrier change from field: 0.00818 eV
Field change, time factor: 1.268
Hydrogen well, barrier quanta: 0.25, 0.10 eV
Quantum rate factors hot, cold: 3.610, 7.565
Quantum hydrogen, time factor: 0.686
Oxide field, rough breakdown field: 6.0, 12.0 MV/cm
Field/breakdown field: 0.50
```
